# Hydrogen in weak crossed fields: Pauli's spectrum from two precessing angular momenta

Put hydrogen in its $n=10$ shell in a magnetic field of 0.5 T and an electric field of $2\times10^4$ V/m, at 60° to each other. Diagonalizing the spinless Hamiltonian, with neighbouring shells and the term quadratic in $B$ included, puts the highest level of the shell 70.177 GHz above the field-free energy. Two other levels lie 6.070 GHz and 9.515 GHz below it. Near the middle of the shell the same two steps recur: from the level at 7.836 GHz they are 6.070 GHz and 9.517 GHz. Why should a hundred levels be built from two intervals, when the magnetic field alone would give steps of 6.998 GHz?

## The problem and the result

The electron has mass $m$ and charge $-e$; the proton is fixed and spin is left out. Write $\kappa=e^2/4\pi\varepsilon_0$, $a_0=\hbar^2/m\kappa$ and

$$H_0=\frac{p^2}{2m}-\frac{\kappa}{r},\qquad E_n=-\frac{m\kappa^2}{2n^2\hbar^2}=-\frac{\kappa}{2n^2a_0}.$$

The electric field adds $+e\mathbf F\cdot\mathbf r$. For the magnetic field take the vector potential $\mathbf a=\tfrac12\mathbf B\times\mathbf r$ in $(\mathbf p+e\mathbf a)^2/2m$. Since $\nabla\cdot\mathbf a=0$, the cross term is $(e/m)\mathbf a\cdot\mathbf p=(e/2m)\mathbf B\cdot\mathbf L$, with $\mathbf L=\mathbf r\times\mathbf p$. The square, $e^2(\mathbf B\times\mathbf r)^2/8m$, is the diamagnetic term; it is second order in $B$ and is dropped. The perturbation is

$$H_1=\boldsymbol\Omega_B\cdot\mathbf L+e\mathbf F\cdot\mathbf r,\qquad \boldsymbol\Omega_B=\frac{e\mathbf B}{2m}.$$

With $\boldsymbol\Omega_F=3nea_0\mathbf F/2\hbar$, the first-order shifts of shell $n$ are

$$\Delta E=\hbar(|\boldsymbol\omega_1|m_1+|\boldsymbol\omega_2|m_2),\qquad \boldsymbol\omega_{1,2}=\boldsymbol\Omega_B\mp\boldsymbol\Omega_F, \tag{1}$$

where $m_1$ and $m_2$ run independently from $-(n-1)/2$ to $(n-1)/2$ in unit steps. In atomic units the two vectors are $\mathbf B/2\mp(3n/2)\mathbf F$.

## First derivation: operators within one shell

First-order perturbation theory for a degenerate level requires the eigenvalues of $PH_1P$, where $P$ projects on the shell. $\mathbf L$ stays within the shell; $\mathbf r$ does not, and $P\mathbf rP$ must be found.

**The conserved vector.** Define the Runge–Lenz operator

$$\mathbf A=\frac{1}{2m}(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-\kappa\frac{\mathbf r}{r}.$$

Repeated indices are summed. From $[r_i,p_j]=i\hbar\delta_{ij}$,

$$(\mathbf p\times\mathbf L)_i=p_jr_ip_j-p_jr_jp_i=r_ip^2-(\mathbf r\cdot\mathbf p)p_i+2i\hbar p_i,$$

and $\mathbf p\times\mathbf L+\mathbf L\times\mathbf p=2i\hbar\mathbf p$, because its $i$ component is $\epsilon_{ijk}[p_j,L_k]$. Hence

$$A_i=\frac1m\left[r_ip^2-(\mathbf r\cdot\mathbf p)p_i+i\hbar p_i\right]-\kappa\frac{r_i}{r}. \tag{2}$$

To show that $\mathbf A$ commutes with $H_0$, let $M_{ij}=(\delta_{ij}-r_ir_j/r^2)/r$. Then $[p_j,r_i/r]=-i\hbar M_{ij}$, so

$$\left[H_0,-\kappa\frac{r_i}{r}\right]=\frac{i\hbar\kappa}{2m}(p_jM_{ij}+M_{ij}p_j).$$

Also $[H_0,\mathbf p]=i\hbar\kappa\,\mathbf r/r^3$ and $[H_0,\mathbf L]=0$. The first part of $\mathbf A$ therefore contributes $(i\hbar\kappa/2m)(\mathbf r\times\mathbf L/r^3-\mathbf L\times\mathbf r/r^3)_i$. Here $(\mathbf r\times\mathbf L)_i/r^3=[r_i(\mathbf r\cdot\mathbf p)-r^2p_i]/r^3=-M_{ij}p_j$, and the other term is its Hermitian conjugate, $-p_jM_{ij}$. The sum is zero.

**The algebra.** Replace $\kappa r_i/r$ in (2) by $r_i(p^2/2m-H_0)$. This gives $A_i=N_i+r_iH_0$ with

$$mN_i=\tfrac12r_ip^2-Dp_i,\qquad D=\mathbf r\cdot\mathbf p-i\hbar.$$

On a shell state $H_0$ equals $E_n$, and $A_j$ leaves the state in the shell, so there

$$[A_i,A_j]=[N_i,N_j]+E_n\left([N_i,r_j]-[N_j,r_i]\right).$$

For the first commutator use $[D,p_i]=i\hbar p_i$ and $[D,r_ip^2]=i\hbar r_ip^2$. The pieces of $m^2[N_i,N_j]$ are

$$\tfrac14[r_ip^2,r_jp^2]=-\tfrac{i\hbar}{2}(r_ip_j-r_jp_i)p^2,$$
$$-\tfrac12[r_ip^2,Dp_j]=\tfrac{i\hbar}{2}r_ip_jp^2-\tfrac{i\hbar}{2}\delta_{ij}Dp^2,$$
$$-\tfrac12[Dp_i,r_jp^2]=-\tfrac{i\hbar}{2}r_jp_ip^2+\tfrac{i\hbar}{2}\delta_{ij}Dp^2,$$

and $[Dp_i,Dp_j]=D(D-i\hbar)[p_i,p_j]=0$. They add to zero. For the second,

$$m[N_i,r_j]=-i\hbar r_ip_j+i\hbar r_jp_i+\delta_{ij}(i\hbar\,\mathbf r\cdot\mathbf p+\hbar^2).$$

Antisymmetrizing removes the $\delta_{ij}$ part and doubles the rest:

$$[A_i,A_j]=-\frac{2i\hbar E_n}{m}\epsilon_{ijk}L_k=\frac{i\kappa^2}{n^2\hbar}\epsilon_{ijk}L_k.$$

The scaled vector $\mathbf K=n\hbar\mathbf A/\kappa$ thus obeys $[K_i,K_j]=i\hbar\epsilon_{ijk}L_k$. Being a vector, it also obeys $[L_i,K_j]=i\hbar\epsilon_{ijk}K_k$. Now set

$$\mathbf J_1=\tfrac12(\mathbf L+\mathbf K),\qquad \mathbf J_2=\tfrac12(\mathbf L-\mathbf K).$$

In $[J_{1i},J_{1j}]$ the four commutators add to $\tfrac14i\hbar\epsilon_{ijk}(2L_k+2K_k)=i\hbar\epsilon_{ijk}J_{1k}$. The same holds for $\mathbf J_2$ with $-\mathbf K$. In $[J_{1i},J_{2j}]$ the $\mathbf L\mathbf L$ and $\mathbf K\mathbf K$ terms cancel, as do the two mixed ones. These are two commuting angular momenta.

**Their size.** $\mathbf L$ commutes with $\mathbf r\cdot\mathbf p$, $p^2$ and $r$, while $\mathbf L\cdot\mathbf r=\mathbf L\cdot\mathbf p=0$; so (2) gives $\mathbf L\cdot\mathbf A=0$. Its conjugate is $\mathbf A\cdot\mathbf L=0$. Hence $J_1^2=J_2^2$, and the shell consists of multiplets with $j_1=j_2=j$. Adding the two angular momenta gives $l=0,1,\dots,2j$, once each, in such a multiplet. Shell $n$ contains $l=0,\dots,n-1$, once each. Two multiplets would supply $l=0$ twice, so there is one, with $j=(n-1)/2$.

**The position operator.** Consider $G_i=2r^2p_i-r_i(\mathbf r\cdot\mathbf p)$. The commutators needed are

$$[H_0,r_i]=-\frac{i\hbar p_i}{m},\qquad [H_0,r^2]=-\frac{i\hbar}{m}(2\mathbf r\cdot\mathbf p-3i\hbar),$$
$$[H_0,\mathbf r\cdot\mathbf p]=-\frac{i\hbar p^2}{m}+\frac{i\hbar\kappa}{r}.$$

With $p_i(\mathbf r\cdot\mathbf p)=(\mathbf r\cdot\mathbf p)p_i-i\hbar p_i$ they give

$$\frac i\hbar[H_0,G_i]=\frac1m\left[3(\mathbf r\cdot\mathbf p)p_i-r_ip^2-5i\hbar p_i\right]-\kappa\frac{r_i}{r}.$$

Compare this with

$$2(H_0r_i+r_iH_0)=4r_iH_0-\frac{2i\hbar p_i}{m}=\frac{2r_ip^2}{m}-4\kappa\frac{r_i}{r}-\frac{2i\hbar p_i}{m}.$$

Subtracting from this $3A_i$, as given by (2), reproduces the expression for $(i/\hbar)[H_0,G_i]$ term by term, so

$$\frac i\hbar[H_0,\mathbf G]=2(H_0\mathbf r+\mathbf rH_0)-3\mathbf A. \tag{3}$$

Between two bound states of the same shell the left side gives $(E_n-E_n)$ times a finite matrix element, which is zero. The right side gives $4E_nP\mathbf rP-3\mathbf A$. Therefore

$$P\mathbf rP=\frac{3\mathbf A}{4E_n}=-\frac{3n^2a_0}{2\kappa}\mathbf A=-\frac{3na_0}{2\hbar}\mathbf K. \tag{4}$$

This is Pauli's replacement.

**The spectrum.** Insert (4), $\mathbf L=\mathbf J_1+\mathbf J_2$ and $\mathbf K=\mathbf J_1-\mathbf J_2$:

$$PH_1P=\boldsymbol\Omega_B\cdot\mathbf L-\boldsymbol\Omega_F\cdot\mathbf K=\boldsymbol\omega_1\cdot\mathbf J_1+\boldsymbol\omega_2\cdot\mathbf J_2. \tag{5}$$

Because $\mathbf J_1$ and $\mathbf J_2$ commute, each may be quantized along its own axis, $\boldsymbol\omega_1$ or $\boldsymbol\omega_2$. The eigenvalues are those of (1). Heisenberg's equation gives the motion:

$$\frac{dJ_{1j}}{dt}=\frac i\hbar\omega_{1i}[J_{1i},J_{1j}]=-\epsilon_{ijk}\omega_{1i}J_{1k}=(\boldsymbol\omega_1\times\mathbf J_1)_j,$$

and likewise for $\mathbf J_2$ about $\boldsymbol\omega_2$.

## Second derivation: a slowly changing Kepler ellipse

Now let $\mathbf r$ and $\mathbf p$ be classical variables. Without fields the electron repeats one ellipse. Weak fields change the ellipse little in one revolution, so its rate of change may be averaged over the unperturbed orbit; the error is of second order in the fields.

**The ellipse.** Classically $\mathbf A=\mathbf p\times\mathbf L/m-\kappa\mathbf r/r$. Its derivative vanishes without fields: $\dot{\mathbf p}\times\mathbf L/m=-\kappa\,\mathbf r\times(\mathbf r\times\mathbf p)/mr^3$ is just $\kappa\,d(\mathbf r/r)/dt$. Since $\mathbf r\cdot(\mathbf p\times\mathbf L)=L^2$,

$$A^2=\frac{p^2L^2}{m^2}-\frac{2\kappa L^2}{mr}+\kappa^2=\kappa^2+\frac{2EL^2}{m},\qquad \mathbf r\cdot\mathbf A=\frac{L^2}{m}-\kappa r.$$

Let $A=\kappa\varepsilon$, $E=-\kappa/2a$, and let $x$ be the coordinate along $\mathbf A$. Then $L^2=m\kappa a(1-\varepsilon^2)$ and $r=a(1-\varepsilon^2)-\varepsilon x$. The smallest $r$ lies on the side of positive $x$, so $\mathbf A$ points to the pericentre.

Put $r=a(1-\varepsilon\cos\eta)$, which gives $x=a(\cos\eta-\varepsilon)$. From $(\mathbf r\cdot\mathbf p)^2=r^2p^2-L^2$,

$$(mr\dot r)^2=m\kappa\left[2r-\frac{r^2}{a}-a(1-\varepsilon^2)\right]=m\kappa a\varepsilon^2\sin^2\eta.$$

Since $\dot r=a\varepsilon\sin\eta\,\dot\eta$, it follows that $r\dot\eta=\sqrt{\kappa/ma}$. Time is therefore weighted as $(1-\varepsilon\cos\eta)\,d\eta/2\pi$, and

$$\langle x\rangle=a\int_0^{2\pi}\frac{d\eta}{2\pi}(\cos\eta-\varepsilon)(1-\varepsilon\cos\eta)=-a\left(\varepsilon+\frac\varepsilon2\right)=-\frac32a\varepsilon.$$

The transverse average vanishes because the ellipse is symmetric about its long axis. Of this, $-a\varepsilon$ is the position of the ellipse's centre as seen from the nucleus; the further $-a\varepsilon/2$ arises because the electron moves more slowly, and so spends more time, in the far half of its orbit. Circular and radial orbits follow as limits.

Define $I$ by $E=-m\kappa^2/2I^2$, so $a=I^2/m\kappa$, and let $\mathbf K=I\mathbf A/\kappa$. Matching the energy to the hydrogen level sets $I=n\hbar$. Then $\langle\mathbf r\rangle=-(3I/2m\kappa)\mathbf K=-(3na_0/2\hbar)\mathbf K$, the classical form of (4). The formula for $A^2$ becomes $L^2+K^2=I^2$; with $\mathbf L\cdot\mathbf K=0$, both $\mathbf J_1$ and $\mathbf J_2$ have length $I/2$.

**The electric force.** The force $\mathbf f=-e\mathbf F$ gives a mean torque

$$\langle\dot{\mathbf L}\rangle=\langle\mathbf r\rangle\times\mathbf f=\frac{3nea_0}{2\hbar}\mathbf K\times\mathbf F=-\boldsymbol\Omega_F\times\mathbf K.$$

It also changes $\mathbf A$ through the momentum:

$$m\dot{\mathbf A}=\mathbf f\times\mathbf L+\mathbf p\times(\mathbf r\times\mathbf f)=2\mathbf r(\mathbf p\cdot\mathbf f)-\mathbf p(\mathbf r\cdot\mathbf f)-\mathbf f(\mathbf r\cdot\mathbf p).$$

On a closed orbit $r_ip_j+r_jp_i=m\,d(r_ir_j)/dt$ averages to zero. Thus $\langle\mathbf r\cdot\mathbf p\rangle=0$, and $\langle r_ip_j\rangle$ equals its antisymmetric part, $\tfrac12\epsilon_{ijk}L_k$. The first two terms give $3\langle r_ip_j\rangle f_j=\tfrac32(\mathbf f\times\mathbf L)_i$. The energy, and with it $I$, has no mean drift, since $\langle\mathbf f\cdot\mathbf p\rangle=0$. Hence

$$\langle\dot{\mathbf K}\rangle=\frac{3I}{2m\kappa}\mathbf f\times\mathbf L=-\boldsymbol\Omega_F\times\mathbf L.$$

**Adding the magnetic field.** The term $\boldsymbol\Omega_B\cdot\mathbf L$ generates a rotation of $\mathbf r$ and $\mathbf p$, hence of the whole ellipse, at $\boldsymbol\Omega_B$. Together,

$$\dot{\mathbf L}=\boldsymbol\Omega_B\times\mathbf L-\boldsymbol\Omega_F\times\mathbf K,\qquad \dot{\mathbf K}=\boldsymbol\Omega_B\times\mathbf K-\boldsymbol\Omega_F\times\mathbf L.$$

Half the sum and half the difference are

$$\dot{\mathbf J}_1=\boldsymbol\omega_1\times\mathbf J_1,\qquad \dot{\mathbf J}_2=\boldsymbol\omega_2\times\mathbf J_2.$$

The electric field exchanges $\mathbf L$ and $\mathbf K$. Acting alone, it turns an initially round orbit into an elongated one and back whenever it has a component in the orbital plane. In $\mathbf J_1$ and $\mathbf J_2$ this exchange becomes rigid rotation.

**From precession to levels.** The mean perturbation is $\bar H_1=\boldsymbol\omega_1\cdot\mathbf J_1+\boldsymbol\omega_2\cdot\mathbf J_2$. Since $\mathbf L$ and $\mathbf K$ are constant along the Kepler motion, averaging their Poisson brackets with $H_1$ gives their brackets with $\bar H_1$. The precession equations hold for every choice of $\boldsymbol\omega_1$ and $\boldsymbol\omega_2$, so they fix $\{J_{1i},J_{1j}\}=\epsilon_{ijk}J_{1k}$, the same for $\mathbf J_2$, and $\{J_{1i},J_{2j}\}=0$.

For either vector let $J_\parallel$ be the component along its axis and $\phi$ the angle about it. $J_\parallel$ generates rotation in $\phi$, so $\{\phi,J_\parallel\}=1$. Define $S=J_\parallel+I/2$, which runs from 0 to $I$. The variables $q=\sqrt{2S}\sin\phi$ and $\pi=\sqrt{2S}\cos\phi$ satisfy $\{q,\pi\}=1$, and the energy is

$$|\boldsymbol\omega|J_\parallel=\tfrac12|\boldsymbol\omega|(q^2+\pi^2)-\tfrac12|\boldsymbol\omega|I.$$

This is an oscillator with a bounded range. The semiclassical rule $S=(k+\tfrac12)\hbar$, with $I=n\hbar$, allows $k=0,\dots,n-1$ and gives

$$J_\parallel=\left(k-\frac{n-1}{2}\right)\hbar.$$

These are the values of $m_1\hbar$ and $m_2\hbar$ in (1).

## The example in numbers

Take $\mathbf B$ along $z$ and $\mathbf F$ in the $xz$ plane. The two rates, divided by $2\pi$, are $\Omega_B\to6.998$ GHz and $\Omega_F\to3.839$ GHz. The components of the latter are $3.8386\sin60°=3.324$ and $3.8386\cos60°=1.919$. In GHz,

$$\frac{\boldsymbol\omega_1}{2\pi}=(-3.324,\,0,\,5.079),\qquad \frac{\boldsymbol\omega_2}{2\pi}=(3.324,\,0,\,8.917).$$

Their lengths are 6.070 and 9.517 GHz, the two intervals of the opening; the periods are 164.7 and 105.1 ps. The axes lie on opposite sides of $\mathbf B$, at 33.2° and 20.4°. With $j=4.5$ the highest level is $4.5(6.070+9.517)=70.14$ GHz, or 290.1 µeV.

Start with $\langle\mathbf J_1\rangle=(4.5,0,0)\hbar$. After 100 ps, or 0.607 of a period, it is $(-1.115,-2.345,-3.675)\hbar$. Its component along $\boldsymbol\omega_1$ was $-3.324\times4.5/6.070=-2.46$ in units of $\hbar$. It is now $[(-3.324)(-1.115)+5.079(-3.675)]/6.070=-2.46$, unchanged as precession requires.

The full diagonalization departs from (1) by at most 42.6 MHz among the hundred levels, against a smallest first-order gap of 824 MHz. Halving both fields reduces the largest departure to 10.7 MHz, a factor of 4.00, as expected of neglected second-order terms. The numerical check asserts this scaling, along with the operator identities, the precession and the spectrum for eight pairs of fields.

## Special directions and limits

If $\mathbf F=0$, both axes are along $\mathbf B$ and the shift is $\hbar\Omega_B(m_1+m_2)$, the Zeeman effect. If $\mathbf B=0$, the axes are opposite but equally long, and $\Delta E=\tfrac32nea_0F\,k$ with $k=-(n-1),\dots,n-1$, the linear Stark effect.

For perpendicular fields $|\boldsymbol\omega_1|=|\boldsymbol\omega_2|=\sqrt{\Omega_B^2+\Omega_F^2}$. Only $m_1+m_2$ matters, leaving $2n-1$ levels: 19 for $n=10$, instead of 100 at 60°. For parallel fields $\boldsymbol\omega_1$ vanishes when $\Omega_B=\Omega_F$, or $F=\hbar B/3nma_0$. At 0.5 T this is about $3.65\times10^4$ V/m. The vector $\mathbf J_1$ then stands still, and 10 levels remain, each tenfold. First-order theory is silent on how these groups split. In parallel fields the ten members of a group have different values of the conserved $L_z$, so the second-order terms shift them without mixing them. In perpendicular fields members of a group may mix, and the second-order terms must be diagonalized within it.

Size estimates with $r\sim n^2a_0$ show where (1) fails. In atomic units the outer Stark shift, of order $n^2F$, must be small against the shell spacing, of order $n^{-3}$; this requires $n^5F\ll1$. The diamagnetic term, about $B^2n^4/8$, must be small against the Zeeman step $B/2$; this requires $n^4B\ll4$. Here $n^5F=0.0039$ and $n^4B=0.021$. Where $|\boldsymbol\omega_1|$, $|\boldsymbol\omega_2|$ or a difference of their multiples is small, corrections must also be compared with that smaller gap.

Fine structure, from relativistic motion and spin, sets another limit. The Dirac energies spread the field-free shell over 158 MHz, more than the second-order departures found above. In the fields of the example the states of different $l$ are mixed and the spin is decoupled, so this spread is largely averaged: fine structure lowers the levels by about 6 to 34 MHz, comparable with the second-order departures. The finite proton mass $M$, which scales $\Omega_B$ by $1-m/M$ and $\Omega_F$ by about $1+m/M$, moves them by up to 23 MHz. For a real hydrogen atom at rest the levels quoted for the example are therefore good to a few tens of MHz, apart from the Zeeman energy of the spin. An atom moving with velocity $\mathbf v$ also feels the electric field $\mathbf v\times\mathbf B$. At 2.5 km/s, a typical thermal speed at room temperature, this reaches about $1.3\times10^3$ V/m and can move the highest level by about 1 GHz; it must then be added to $\mathbf F$. When fine structure is negligible, the Zeeman energy of the spin commutes with (5), and the pattern appears twice, shifted up for one spin direction along $\mathbf B$ and down for the other.

## What each derivation assumes

Both derivations need a pure Coulomb attraction, which conserves $\mathbf A$. An extended ionic core turns the ellipse even without fields and separates levels of different $l$. If that separation is not small against the field splittings, neither argument holds for the shell as a whole, though levels containing very little of the displaced $l$ values can still lie close to (1). Both also drop terms of second order in the fields.

The operator derivation takes from the field-free atom its energies and the list of $l$ values in a shell. Given these, (1) is the full first-order answer for every $n$, including $n=1$, where $j=0$ and there is no linear shift. It makes no appeal to large quantum numbers.

The classical derivation assumes that precession is slow compared with the orbital motion. This is the counterpart of intervals $\hbar|\boldsymbol\omega_1|$ and $\hbar|\boldsymbol\omega_2|$ small against the shell spacing. It yields the axes and rates without commutators, and shows the factor $3/2$ to be a time average over an ellipse. For the levels it needs two further inputs, $I=n\hbar$ and the half-integer rule. Its vectors have length $n\hbar/2$, whereas the quantum value is $\hbar\sqrt{j(j+1)}=\tfrac12\hbar\sqrt{n^2-1}$. The lengths agree at large $n$; the allowed projections agree at every $n$. That agreement is established by comparison with the operator result, since the semiclassical rule alone does not guarantee it.

## Calculated quantities

```
principal quantum number n = 10, j = 4.5
magnetic field = 0.5 T along z
electric field = 20000 V/m at 60 deg to B, xz plane
B in atomic units = 2.1272e-06
F in atomic units = 3.8894e-08
n^4 B (atomic units) = 0.0213
n^5 F (atomic units) = 0.00389
eB/(2m)/(2 pi) = 6.9981 GHz
3n e a0 F/(2 hbar)/(2 pi) = 3.8386 GHz
w1/(2 pi): x = -3.3244, z = 5.0788 GHz
|w1|/(2 pi) = 6.0701 GHz, period = 164.74 ps
angle of w1 from B towards +x = -33.21 deg
w2/(2 pi): x = 3.3244, z = 8.9174 GHz
|w2|/(2 pi) = 9.5169 GHz, period = 105.08 ps
angle of w2 from B towards +x = 20.45 deg
levels: m1, m2, first order (GHz), whole Hamiltonian (GHz)
  +4.5 +4.5 +70.1415 +70.1771
  +4.5 +3.5 +60.6245 +60.6617
  +3.5 +4.5 +64.0714 +64.1076
  +0.5 +0.5 +7.7935 +7.8361
  +0.5 -0.5 -1.7234 -1.6811
  -0.5 +0.5 +1.7234 +1.7657
  -4.5 -4.5 -70.1415 -70.1058
highest level, first order = 290.082 micro-eV
smallest first-order gap = 0.8237 GHz
largest departure from first order = 42.64 MHz
same with both fields halved = 10.66 MHz
ratio of the departures = 4.000
diamagnetic shifts in shell = 7.88 to 85.32 MHz
field-free fine-structure spread = 157.7 MHz
largest formula error, 8 field pairs = 2.8e-11 GHz
distinct levels, 60 deg = 100
distinct levels, perpendicular fields = 19
parallel F that makes w1 vanish = 36461.5 V/m
distinct levels at that F = 10
<J1>/hbar at 0 ps = (4.5000, 0.0000, 0.0000)
<J1>/hbar at 100 ps = (-1.1150, -2.3450, -3.6753)
<J2>/hbar at 0 ps = (0.0000, 4.5000, 0.0000)
<J2>/hbar at 100 ps = (1.2602, 4.2943, -0.4698)
```
